\section*{Why a showerhead reactor without mixing has stirred-tank residence times}

\section{The decision: one equation or a flow simulation}

A grower who plans a change of layer must decide how long to purge the gap between showerhead and wafer. The quick calculation treats the gap as a stirred tank, whose outlet concentration falls as $e^{-t/\tau}$, so that a purge to 1\,\% takes $4.6\,\tau$. The objection is that nothing stirs the gap: the gas enters through the ceiling and flows smoothly to the rim. If the tank model were merely a habit, a flow simulation would be needed for every recipe.

For uniform injection and radial plug outflow, the exponential law follows from the flow pattern alone. Real viscous flow breaks the plug assumption, and diffusion across the gap then largely restores the law when it is fast enough. In plug outflow the likeness to a tank covers residence times and first-order gas reactions whose rate constant is the same throughout the gap, but not every reaction.

\section{The flow and the residence-time law}

Let the gap have height $H$ and radius $R$, with the wafer at $z=0$ and the showerhead at $z=H$. Gas enters uniformly at downward velocity $v_0$ and leaves only at $r=R$. The flow is steady, the density is constant for the moment, and the radial velocity $u$ does not vary with height. This last condition is what ``plug outflow'' means here.

In steady flow, the gas injected inside radius $r$ must cross the cylinder of radius $r$ and height $H$:
\begin{equation}
\pi r^2 v_0 = 2\pi r H\,u
\quad\Rightarrow\quad
u=\frac{v_0 r}{2H}=\frac{r}{2\tau},\qquad \tau=\frac{H}{v_0}.
\end{equation}
Since $\tau=\pi R^2H/(\pi R^2v_0)$, it is the gap volume divided by the volume flow. Gas injected at $r_0$ reaches the rim after
\begin{equation}
t=\int_{r_0}^{R}\frac{dr}{u}=2\tau\int_{r_0}^{R}\frac{dr}{r}=2\tau\ln\frac{R}{r_0}.
\label{eq:time}
\end{equation}
Gas injected closer to the centre stays longer. The fraction $W(t)$ of the flow that stays longer than $t$ is therefore the fraction injected inside the $r_0$ belonging to $t$. Injection is uniform, so this is a ratio of areas. Equation~\eqref{eq:time} gives $r_0/R=e^{-t/2\tau}$, hence
\begin{equation}
W(t)=\frac{\pi r_0^2}{\pi R^2}=\left(e^{-t/2\tau}\right)^2=e^{-t/\tau}.
\label{eq:law}
\end{equation}
The square comes from the area, and the 2 in the travel time comes from the perimeter balance. They cancel.

Nothing in this argument singles out the rim. At any inner radius $r$, the fraction of the passing gas older than $t$ is again $(r_0/r)^2=e^{-t/\tau}$. The gas has the same mixture of ages at every radius.

The ages are nevertheless sorted by height. Incompressibility gives $dw/dz=-(1/r)\,d(ru)/dr=-1/\tau$, and $w=0$ at the wafer, so $w=-z/\tau$. Gas that starts at $z=H$ is at $z=He^{-t/\tau}$ after time $t$. The outlet stream is a stack of layers with the oldest gas lowest, and an exponential distribution appears although no two layers have mixed.

\section{Why the cancellation is no accident}

Integrate the incompressibility condition over the height. The vertical velocity is $-v_0$ at the ceiling and zero at the wafer, so the horizontal velocity $\mathbf u$ obeys
\begin{equation}
H\,\nabla\!\cdot\mathbf u - v_0=0
\quad\Rightarrow\quad \nabla\!\cdot\mathbf u=\frac1\tau .
\end{equation}
Mark a patch of area $A$, seen from above, and let it move with the gas. By the divergence theorem,
\begin{equation}
\frac{dA}{dt}=\oint\mathbf u\cdot\mathbf n\,d\ell=\int\nabla\!\cdot\mathbf u\,dA=\frac{A}{\tau}
\quad\Rightarrow\quad A(t)=A(0)\,e^{t/\tau}.
\end{equation}
Choose the patch of starting points from which gas is still inside after time $t$. If no gas enters through the edge, every point of the gap can be traced back for a time $t$ without leaving the gap. The patch has therefore grown to fill the whole gap, of area $A_{\rm gap}$. Its initial area was $A_{\rm gap}e^{-t/\tau}$, which is the surviving fraction of a uniform injection.

The circle played no part in this. As a test, points were followed in a triangular gap with equal pressure along its edge and velocity proportional to the pressure gradient. At $t/\tau=0.5$, 1 and 2 the fractions still inside were 0.6055, 0.3678 and 0.1357; the exponential gives 0.6065, 0.3679 and 0.1353.

\section{The view from the tank, with diffusion}

Suppose that the gap is filled with a tracer at uniform concentration and that the feed is switched to pure carrier gas. The feed and the vertical velocity are the same at every radius, so the concentration $c$ depends on height and time alone. Radial diffusion then has no gradient to act on, provided that the outlet imposes none. With vertical diffusivity $D$,
\begin{equation}
\frac{\partial c}{\partial t}=\frac{z}{\tau}\frac{\partial c}{\partial z}+D\frac{\partial^2c}{\partial z^2}.
\end{equation}
No tracer crosses the wafer, so $\partial c/\partial z=0$ at $z=0$. None crosses the showerhead after the switch, so $v_0c+D\,\partial c/\partial z=0$ at $z=H$. Integrate over the height, treating the first term by parts, and write $\bar c$ for the height average:
\begin{align}
H\frac{d\bar c}{dt}
&=\frac{H}{\tau}c(H)-\frac1\tau\int_0^H c\,dz+D\left.\frac{\partial c}{\partial z}\right|_{H}\nonumber\\
&=\left[v_0c+D\frac{\partial c}{\partial z}\right]_{H}-\frac{H\bar c}{\tau}
=-\frac{H\bar c}{\tau}.
\end{align}
Plug outflow draws equally from all heights, so the outlet concentration is $\bar c$. This is the balance of a stirred tank. A tank makes the outlet representative of its contents by mixing them; the plug flow does so by sampling every layer equally. Within this model, vertical diffusion of any strength leaves the law unchanged.

\section{Where the likeness to a tank ends}

For a first-order gas reaction with rate constant $k$, each unmixed parcel retains the fraction $e^{-kt}$. The average at the outlet is
\begin{equation}
\int_0^\infty e^{-kt}\,\frac{e^{-t/\tau}}{\tau}\,dt=\frac1{1+k\tau},
\end{equation}
which is also the solution of the tank balance $(c_0-c)/\tau=kc$ for feed concentration $c_0$. This requires the same $k$ everywhere, and it is exact only for plug outflow: in the heated viscous gap of the example below, a uniform $k\tau=10$ leaves about 0.07 instead of 0.09. In a gap with a hot wafer and a cool showerhead, a thermally activated reaction runs mainly near the wafer, and inserting a height-averaged $k$ can give a clearly wrong result. In that gap, with an activation energy of 1.5\,eV and a mass-averaged $k\tau=1$, about 0.63 remains instead of 0.50.

A second-order reaction, $dc/dt=-kc^2$, distinguishes the two. Take $kc_0\tau=1$ and $\theta=t/\tau$. An unmixed parcel retains $1/(1+\theta)$, and with $y=1+\theta$ the outlet average is
\begin{equation}
\int_0^\infty\frac{e^{-\theta}}{1+\theta}\,d\theta=e\int_1^\infty\frac{e^{-y}}{y}\,dy=0.596 .
\end{equation}
In a mixed tank, $a=c/c_0$ obeys $1-a=a^2$, so $a=(\sqrt5-1)/2=0.618$. The tank leaves 3.6\,\% more reactant, relative to the unmixed value, at the same residence-time distribution.

Mixing over the height alone is enough to reach the tank value. The balance on a ring is then
\begin{equation}
\frac1r\frac{d}{dr}(ruc)=\frac{c_0-k\tau c^2}{\tau}
\quad\Rightarrow\quad
\frac r2\frac{dc}{dr}=c_0-c-k\tau c^2,
\end{equation}
because $(1/r)\,d(r^2c/2\tau)/dr=c/\tau+(r/2\tau)\,dc/dr$. At the centre the left side vanishes for a smooth solution, so $c$ there has the tank value; the right side is then zero and $c$ keeps that value out to the rim.

\section{Viscous flow: the tail and its cure}

Gas sticks to both plates, so $u$ cannot be uniform. Let $s=z/H$ and write
\begin{equation}
u=\frac{r}{2\tau}f'(s),\qquad w=-v_0f(s),
\end{equation}
which satisfies incompressibility for any $f$. When inertia is negligible, the radial pressure gradient balances viscous friction and does not vary with height, so $f'''$ is constant and $f$ is a cubic. The conditions $f(0)=f'(0)=0$ leave $f=as^2+bs^3$. From $f(1)=1$ and $f'(1)=0$ follow $a+b=1$ and $2a+3b=0$, so $f=3s^2-2s^3$.

First leave out diffusion. Along a path $d\ln r^2/d\theta=f'$ and $ds/d\theta=-f$, so $d\ln r^2/ds=-f'/f$ and $r^2f$ is constant. Gas that starts at $(r_0,\,s=1)$ leaves at the height $s$ where $f(s)=r_0^2/R^2$. Gas leaving lower has stayed longer, hence $W=f(s)$, with
\begin{align}
\theta&=\int_s^1\frac{dq}{q^2(3-2q)}
=\int_s^1\left[\frac{1}{3q^2}+\frac{2}{9q}+\frac{4}{9(3-2q)}\right]dq\nonumber\\
&=\frac13\left(\frac1s-1\right)+\frac29\ln\frac{3-2s}{s}.
\end{align}
For long times $s\simeq1/(3\theta)$ and
\begin{equation}
W\simeq3s^2\simeq\frac{\tau^2}{3t^2}.
\end{equation}
This algebraic tail is gas that creeps along the wafer. The mean time is still $\tau$, since $\int_0^\infty W\,d\theta=\int_0^1 f\,ds/f=1$, but the variance, which contains $\int\theta W\,d\theta$, diverges logarithmically.

Diffusion lifts the slow gas back into the stream. The tracer now obeys
\begin{equation}
\frac{\partial c}{\partial\theta}=f\frac{\partial c}{\partial s}+\frac1{\rm Pe}\frac{\partial^2c}{\partial s^2},\qquad {\rm Pe}=\frac{v_0H}{D},
\end{equation}
with the same wall conditions as before, and the outlet concentration is $\int_0^1f'c\,ds$. For ${\rm Pe}\to0$, $c$ is uniform over the height. Since $\int_0^1f'ds=1$, the outlet again equals the mean and the exponential returns. In a real gap, then, some mixing is needed after all, but across the height and not along the radius.

\section{Numbers for an arsenide reactor}

The example is a close-coupled showerhead with hydrogen carrier gas: $R=10$\,cm, $H=1.0$\,cm, 75\,Torr, 20\,slm (standard litres per minute at 273.15\,K and 1\,atm), showerhead at 330\,K and wafer at 930\,K. These are rough typical values.

In the heated gap the density varies with height. If $M$ is the gas mass per unit area and $J$ the injected mass flux, the balance inside $r$ reads $\pi r^2J=2\pi rMu$. The law therefore survives for height-independent $u$, with $\tau=M/J$. For an ideal gas with temperature linear in height, the average of $1/T$ defines
\begin{equation}
T_{\rm eff}=\frac{930-330}{\ln(930/330)}\ \text{K}=579\ \text{K}.
\end{equation}
The flow referred to this temperature and 75\,Torr, divided by the area, gives
\begin{equation}
v_0=\frac{(20\,000/60)(760/75)(579/273.15)}{\pi\,10^2}\ \frac{\text{cm}}{\text{s}}=22.8\ \frac{\text{cm}}{\text{s}},
\end{equation}
so $\tau=H/v_0=43.9$\,ms. The linear profile is an approximation: hydrogen conducts heat better when hot, which by itself makes the middle of the gap warmer and $\tau$ shorter, while the cool gas flowing down from the showerhead acts the other way. With a conductivity rising as $T^{0.7}$ and both effects included, $\tau$ comes out near 42\,ms, about 4\,\% shorter; the numbers below keep the linear profile. Gas injected at 9\,cm leaves after 9.2\,ms. Gas injected at 1\,cm needs $2(43.9)\ln10=202$\,ms, and 1\,\% of the flow enters inside that radius. This is the ideal purge time to 1\,\%.

For a heavy metal-organic trace gas, take roughly $D=0.4$\,cm$^2$/s at 298\,K and 1\,atm, inversely proportional to pressure and rising as $T^{1.7}$. In the gap $D=12.5$\,cm$^2$/s and ${\rm Pe}=22.8\times1.0/12.5=1.82$. The slowest vertical diffusion mode between closed plates decays in $H^2/(\pi^2D)=8.1$\,ms, about a fifth of $\tau$. The fractions still inside are:
\begin{center}
\begin{tabular}{cccc}
$t/\tau$ & ideal & viscous, $D=0$ & viscous, with $D$\\
1 & 0.368 & 0.297 & 0.367\\
3 & 0.050 & 0.044 & 0.048\\
5 & 0.0067 & 0.0155 & 0.0063
\end{tabular}
\end{center}
Without diffusion the purge to 1\,\% would take 272\,ms; with it, 199\,ms. A separate random walk of 40\,000 particles in the viscous flow left 0.370 and 0.051 inside at $t/\tau=1$ and 3, within 0.004 of the last column. This excludes the column without diffusion but is too coarse to tell the last column from the ideal one.

\section{What else shifts the result}

The relative variance (variance over squared mean) is 1 for an exponential. Viscous flow with diffusion gives 0.965. Adding inertia at Reynolds number 0.67 gives 0.957. Adding instead the variation of gas properties with temperature gives 0.933, and thermal diffusion on top of that, with a rough factor of 1, gives 0.919. The purge time stays between 197 and 200\,ms in the cases with a temperature gradient.

Geometry matters more. If the gap continues from the showerhead radius $a$ to an exit radius $b$, no gas is added there and $u=v_0a^2/(2Hr)$. In plug flow all gas suffers the same extra delay,
\begin{equation}
\Delta t=\int_a^b\frac{2Hr}{v_0a^2}\,dr=\tau\left(\frac{b^2}{a^2}-1\right).
\end{equation}
The mean becomes $\tau b^2/a^2$ while the variance stays $\tau^2$, so the relative variance is $(a/b)^4$. An exit at 11\,cm adds 9.2\,ms and lowers it to 0.683: the response is a delay followed by an exponential.

Uneven injection changes the decay itself. Let the local injection vary as $1+0.2\,r^2/R^2$ at fixed total flow. With $y=r^2/R^2$, the share injected inside $y$ is $q=(y+0.1y^2)/1.1$, and the perimeter balance gives $dy/dt=q/\tau$. Near the centre $y$ grows at the rate $1/(1.1\tau)$, so the late decay is slower by that factor. The relative variance rises to 1.097 in plug flow.

Two neglected effects are small here. The Rayleigh number is 0.61, far below the value near 1700 at which a layer heated from below starts to convect between rigid plates. The radial pressure drop is 0.80\,mTorr out of 75\,Torr, so it does not disturb the density.

Deposition is not small. The law describes gas that is not consumed, whereas precursor is lost at the wafer. For a perfectly absorbing wafer, the steady equation $fc'+c''/{\rm Pe}=0$ gives $c'=c'(0)E(s)$ with $E=\exp[-{\rm Pe}(s^3-s^4/2)]$. Setting $c(0)=0$ and the inlet flux $c(1)+c'(1)/{\rm Pe}=1$ yields the deposited share
\begin{equation}
\frac{c'(0)}{\rm Pe}=\frac{1}{{\rm Pe}\int_0^1E\,ds+E(1)}=0.544 ,
\end{equation}
for constant gas properties. In this simplified case more than half of the precursor never reaches the outlet. Thermal diffusion, left out here, drives the heavy precursor away from the hot wafer; in the heated gap with a factor of 1 it lowers the share to about 0.47. Consumption also shortens the purge: after the switch, the flux to the absorbing wafer falls to 1\,\% in about 75\,ms, or up to about 100\,ms with thermal diffusion, far sooner than the tank law gives. Since $c$ does not depend on $r$, the model film is uniform over the radius.

\section{Using the result}

Gaps near a centimetre, pressures of tens to hundreds of Torr and hydrogen flows of tens of slm are, roughly, the range of close-coupled reactors, so the example is not extreme. Viscous flow breaks the plug assumption. With diffusion, and for these numbers, that moves the relative variance by 3.5\,\%, while a 1\,cm rim moves it by 32\,\%. The outlet purge time to 1\,\% moves much less: about $-1$\,\% and $+5$\,\% respectively. Separate jets from the holes, wafer rotation and radial temperature differences have not been sized here.

For a non-consumed gas in a gap with uniform injection, the first step is to compute $\tau$ from the gas inventory, using the log-mean temperature if the profile is close to linear, and then to compute Pe. At Pe near 2, and for a given $\tau$, the tank equation gives the time for the outlet to fall to 1\,\% to within 3\,\% in the uniformly fed cases with diffusion whose purge times are quoted above. Any rim delay should be added. At fixed molar flow, area and temperatures, both $v_0$ and $D$ vary as $1/p$. Lowering the pressure then shortens $\tau$ but leaves Pe unchanged. A wider gap, a larger flow or a carrier gas in which the tracer diffuses more slowly raises Pe, and at large Pe the viscous tail must be computed. For constant gas properties the outlet purge time stays within about 2\,\% of the tank value up to Pe near 7, and exceeds it by about 5\,\% at Pe of 10 and 13\,\% at 20.

The outlet is also not the wafer. In unmixed plug flow the clean gas is above $z=He^{-t/\tau}$ and never quite reaches the surface; diffusion has to finish the exchange there. A calculation of interface sharpness should therefore use $c$ at $s=0$. For a non-consumed gas in the viscous example it falls to 1\,\% in about 211\,ms, 4\,\% later than the tank value, and the lag grows faster with Pe than at the outlet: about 11\,\% at Pe of 4 and 29\,\% at 10. It should also add the response of the valves, pipes and showerhead plenum, which lie outside this model. So do desorption from the reactor surfaces and segregation of atoms such as indium at the growing surface, either of which can blur an interface even after the gas is clean.

\section*{Table of computed values}
\begin{verbatim}
Radius 10 cm, gap 1.0 cm, 75 Torr, 20 slm
Showerhead 330 K, wafer 930 K
Input D 0.4 cm2/s (298 K, 1 atm), power 1.7
Input viscosity 9.0e-06 Pa s (300 K), power 0.7
Prandtl number 0.7, thermal diffusion factor 1.0
Log-mean temperature 579 K
Injection velocity v0 22.8 cm/s
Residence time tau 43.9 ms
Radial speed at rim 114 cm/s
From r0 9.00 cm: time 9.2 ms, flow inside r0 0.810
From r0 7.07 cm: time 30.4 ms, flow inside r0 0.500
From r0 5.00 cm: time 60.8 ms, flow inside r0 0.250
From r0 1.00 cm: time 202.0 ms, flow inside r0 0.010
Triangle, t/tau 0.5: staying 0.6055, exp 0.6065
Triangle, t/tau 1.0: staying 0.3678, exp 0.3679
Triangle, t/tau 2.0: staying 0.1357, exp 0.1353
Second order remaining: unmixed 0.5963, mixed 0.6180
D in gap 12.5 cm2/s, nu 34.1 cm2/s
Pe 1.82, Re 0.67
Vertical mixing time H^2/(pi^2 D) 8.1 ms
Fraction staying: ideal / viscous no diffusion / with diffusion
  t/tau 1: 0.3679 / 0.2966 / 0.3672
  t/tau 3: 0.0498 / 0.0435 / 0.0481
  t/tau 5: 0.0067 / 0.0155 / 0.0063
Random walk, t/tau 1: staying 0.3704
Random walk, t/tau 3: staying 0.0509
Relative variance of residence time (ideal 1):
  viscous + diffusion 0.965
  same with inertia 0.957
  temperature gradient 0.933
  gradient + thermal diffusion 0.919
  plug, rim at 11 cm 0.683
  plug, 20 % more injection at edge 1.097
Mean time/tau with thermal diffusion 1.026
Rim delay 9.2 ms
Time to purge to 1 %:
  ideal 202 ms
  viscous, no diffusion 272 ms
  viscous + diffusion 199 ms
  temperature gradient 197 ms
  gradient + thermal diffusion 200 ms
Deposited share, absorbing wafer 0.544
Outlet diffusion length D/u(R) 1.10 mm
Rayleigh number 0.61
Radial pressure drop 0.80 mTorr
\end{verbatim}
